# Surface temperature of a steadily heated nanoparticle in a liquid: a program that tests the result

```python
"""
Result under test: a sphere of radius R absorbing steady power P in a liquid has
    liquid-side surface rise   P / (4 pi k R)
    interface jump             P / (4 pi R^2 G)   (particle side is hotter)
k: liquid conductivity, G: interface conductance, all rises relative to far liquid.
Independent road: a finite-volume solution of local heat conduction, in which the
interface is a very thin film of conductivity G * thickness. Units inside: SI.
Material data are rough typical values for an iron particle in water.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.constants import pi, sigma, g as gravity, zero_Celsius

# Inputs
radius = 25e-9
power = 2e-6
k_liquid = 0.6
k_particle = 40.0
G = 1e8
bath_celsius = 25.0
heat_cap_liquid = 4.2e6       # J/(m^3 K)
heat_cap_particle = 3.5e6     # J/(m^3 K)
beta = 0.002                  # relative change of liquid conductivity per K
oxide_thickness = 3e-9
k_oxide = 3.0
number_density = 1e17         # particles per m^3
cloud_radius = 5e-6           # heated ball of suspension
wall_radius = 100e-6
expansion = 2.6e-4            # 1/K, water
kinematic_viscosity = 0.9e-6  # m^2/s, water

# Finite-volume solver on spherical shells
N_PARTICLE, N_FILM = 200, 2
FILM = 1e-4                   # film thickness divided by R
SURFACE = N_PARTICLE          # face index, particle side of the film
LIQUID = N_PARTICLE + N_FILM  # face index, liquid side of the film


def make_faces(R, outer):
    inside = np.linspace(0, R, N_PARTICLE + 1)
    film = R * (1 + FILM * np.linspace(0, 1, N_FILM + 1))
    outside = np.geomspace(film[-1], outer, 1501)
    return np.concatenate([inside, film[1:], outside[1:]])


def middles(faces):
    return 0.5 * (faces[1:] + faces[:-1])


def shell_volumes(faces):     # per unit solid angle
    return np.diff(faces**3) / 3


def make_conductivity(faces, R):
    k = np.full(len(faces) - 1, k_liquid)
    k[:SURFACE] = k_particle
    k[SURFACE:LIQUID] = G * FILM * R
    return k


def make_heat(faces, R, exponent=0, heated_radius=None):
    """Heat per unit solid angle, density proportional to r**exponent."""
    r = middles(faces)
    limit = R if heated_radius is None else heated_radius
    weight = np.where(r < limit, shell_volumes(faces) * (r / R)**exponent, 0.0)
    return power / (4 * pi) * weight / weight.sum()


def solve_heat(faces, k, heat, angular=0, storage=0.0):
    """Temperature rise; the outermost face is held at zero rise."""
    r = middles(faces)
    f = faces[1:-1]
    link = f**2 / ((f - r[:-1]) / k[:-1] + (r[1:] - f) / k[1:])
    diagonal = angular * (angular + 1) * k * np.diff(faces) + storage
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[-1] += faces[-1]**2 * k[-1] / (faces[-1] - r[-1])
    bands = np.zeros((3, len(r)))
    bands[0, 1:] = -link
    bands[1] = diagonal
    bands[2, :-1] = -link
    return solve_banded((1, 1), bands, heat)


def face_value(T, faces, k, i):
    r = middles(faces)
    a = (faces[i] - r[i - 1]) / k[i - 1]
    b = (r[i] - faces[i]) / k[i]
    return (T[i - 1] * b + T[i] * a) / (a + b)


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


# Derived formulas
def liquid_rise(R):
    return power / (4 * pi * k_liquid * R)


def interface_jump(R):
    return power / (4 * pi * R**2 * G)


# Both terms at several radii (wall at 10^4 R and finite film: errors near 1e-4)
table = []
for R in (3e-9, 6e-9, 25e-9, 100e-9):
    faces_R = make_faces(R, 1e4 * R)
    k_R = make_conductivity(faces_R, R)
    T_R = solve_heat(faces_R, k_R, make_heat(faces_R, R))
    liquid_side = face_value(T_R, faces_R, k_R, LIQUID)
    particle_side = face_value(T_R, faces_R, k_R, SURFACE)
    assert close(liquid_side, liquid_rise(R), 1e-3)
    assert close(particle_side - liquid_side, interface_jump(R), 1e-3)
    table.append((R, liquid_rise(R) / power, interface_jump(R) / power))

# Main example: profile, interior, radial heating pattern
faces = make_faces(radius, 1e4 * radius)
r = middles(faces)
k = make_conductivity(faces, radius)
T = solve_heat(faces, k, make_heat(faces, radius))
rise, jump = liquid_rise(radius), interface_jump(radius)
numeric_liquid = face_value(T, faces, k, LIQUID)
numeric_particle = face_value(T, faces, k, SURFACE)
for multiple in (2, 10):
    numeric = np.interp(multiple * radius, r, T)
    assert close(numeric, power / (4 * pi * k_liquid * multiple * radius), 2e-3)
interior_drop = power / (8 * pi * k_particle * radius)
assert close(T[0] - numeric_particle, interior_drop, 1e-3)
T_skin = solve_heat(faces, k, make_heat(faces, radius, exponent=6))
assert close(face_value(T_skin, faces, k, SURFACE), rise + jump, 1e-3)
assert T_skin[0] - face_value(T_skin, faces, k, SURFACE) < 0.7 * interior_drop

# Cold wall, tested where its effect is large
near = make_faces(radius, 20 * radius)
k_near = make_conductivity(near, radius)
T_near = solve_heat(near, k_near, make_heat(near, radius))
assert close(face_value(T_near, near, k_near, LIQUID), rise * (1 - 1 / 20), 1e-3)

# One-sided heating: density q0 * (1 + (r/R) cos(angle)), cosine part only
q0 = 3 * power / (4 * pi * radius**3)
heat_cos = np.where(r < radius, q0 * r / radius * shell_volumes(faces), 0.0)
T_cos = solve_heat(faces, k, heat_cos, angular=1)
outward_resistance = 1 / G + radius / (2 * k_liquid)
flux_cos = (q0 * radius / 5) / (1 + k_particle / radius * outward_resistance)
surface_cos = flux_cos * outward_resistance
assert close(face_value(T_cos, faces, k, SURFACE), surface_cos, 5e-3)

# Oxide shell inside the same outer radius, heat released in the metal core
core = radius - oxide_thickness
k_shell = k.copy()
k_shell[(r > core) & (r < radius)] = k_oxide
T_ox = solve_heat(faces, k_shell, make_heat(faces, radius, heated_radius=core))
core_face = int(np.argmin(abs(faces - core)))
oxide_drop = power / (4 * pi * k_oxide) * (1 / core - 1 / radius)
numeric_oxide = (face_value(T_ox, faces, k_shell, core_face)
                 - face_value(T_ox, faces, k_shell, SURFACE))
assert close(numeric_oxide, oxide_drop, 2e-3)

# Liquid conductivity that grows with temperature
rise_variable = (np.sqrt(1 + 2 * beta * rise) - 1) / beta
k_var, T_var = k.copy(), T.copy()
for _ in range(15):
    k_var[LIQUID:] = k_liquid * (1 + beta * T_var[LIQUID:])
    T_var = solve_heat(faces, k_var, make_heat(faces, radius))
numeric_change = face_value(T_var, faces, k_var, LIQUID) - numeric_liquid
assert close(numeric_change, rise_variable - rise, 0.02)

# Switching on: late-time law. Time steps of 1 percent and higher terms of the
# late-time series each give errors near 1 percent of the missing fraction.
diffusivity = k_liquid / heat_cap_liquid
late_time = 1e-6
capacity = np.where(r < radius, heat_cap_particle, heat_cap_liquid)
capacity = capacity * shell_volumes(faces)
heat = make_heat(faces, radius)
times = np.concatenate([[0.0], np.geomspace(1e-12, late_time, 1400)])
T_time = np.zeros_like(r)
for step in np.diff(times):
    T_time = solve_heat(faces, k, heat + capacity / step * T_time,
                        storage=capacity / step)


def missing_fraction(t):
    return radius / np.sqrt(pi * diffusivity * t)


numeric_missing = 1 - face_value(T_time, faces, k, LIQUID) / rise
assert close(numeric_missing, missing_fraction(late_time), 0.04)

# Neighbours: direct sum over a fine lattice in the ball, same mean density law
cells = 20
spacing = cloud_radius / cells
axis = np.arange(-cells, cells + 1)
x, y, z = np.meshgrid(axis, axis, axis)
distance = spacing * np.sqrt(x**2 + y**2 + z**2)
others = distance[(distance > 0) & (distance <= cloud_radius)]
lattice_sum = np.sum(power / (4 * pi * k_liquid * others))
lattice_formula = spacing**-3 * power * cloud_radius**2 / (2 * k_liquid)
assert close(lattice_sum, lattice_formula, 0.01)
neighbour_rise = number_density * power * cloud_radius**2 / (2 * k_liquid)
cloud_count = number_density * 4 / 3 * pi * cloud_radius**3

# Estimates of size only: buoyancy, radiation, approach to 100 C
buoyancy_length = np.sqrt(kinematic_viscosity * diffusivity
                          / (gravity * expansion * rise * radius))
T_bath = bath_celsius + zero_Celsius
radiated = 4 * pi * radius**2 * sigma * ((T_bath + rise + jump)**4 - T_bath**4)
power_100C = 4 * pi * k_liquid * radius * (100.0 - bath_celsius)

nm, uW = 1e9, 1e6
print("INPUTS (material data rough)")
print(f"radius R = {radius*nm:.1f} nm")
print(f"absorbed power P = {power*uW:.2f} uW")
print(f"water conductivity k = {k_liquid:.2f} W/(m K)")
print(f"iron particle conductivity = {k_particle:.0f} W/(m K)")
print(f"interface conductance G = {G/1e6:.0f} MW/(m^2 K)")
print(f"bath temperature = {bath_celsius:.1f} C")
print("RESULTS")
print(f"flux at surface = {power/(4*pi*radius**2)/1e6:.1f} MW/m^2")
print(f"liquid-side rise, formula = {rise:.3f} K")
print(f"liquid-side rise, solver = {numeric_liquid:.3f} K")
print(f"interface jump, formula = {jump:.3f} K")
print(f"interface jump, solver = {numeric_particle-numeric_liquid:.3f} K")
print(f"particle-side rise = {rise+jump:.3f} K")
print(f"liquid-side temperature = {bath_celsius+rise:.2f} C")
print(f"particle-side temperature = {bath_celsius+rise+jump:.2f} C")
print(f"centre minus particle surface = {interior_drop:.4f} K")
print(f"liquid rise at r = 2R = {rise/2:.3f} K")
print(f"liquid rise at r = 10R = {rise/10:.3f} K")
print(f"crossover radius k/G = {k_liquid/G*nm:.2f} nm")
print("RESISTANCES: R (nm), liquid (K/uW), interface (K/uW)")
for R, res_liquid, res_interface in table:
    print(f"{R*nm:.0f}, {res_liquid/uW:.3f}, {res_interface/uW:.3f}")
print("NEGLECTED EFFECTS")
print(f"suspension density = {number_density*1e-6:.1e} per cm^3")
print(f"heated ball radius = {cloud_radius*1e6:.1f} um")
print(f"mean particle count in ball = {cloud_count:.1f}")
print(f"mean rise from neighbours = {neighbour_rise:.2f} K")
print(f"oxide: {oxide_thickness*nm:.1f} nm, {k_oxide:.1f} W/(m K)")
print(f"drop across oxide = {oxide_drop:.3f} K")
print(f"conductivity slope beta = {beta:.4f} per K")
print(f"change of liquid rise by beta = {rise_variable-rise:.3f} K")
print(f"one-sided heating, surface +/- {surface_cos:.3f} K")
print(f"water heat capacity = {heat_cap_liquid/1e6:.1f} MJ/(m^3 K)")
print(f"iron heat capacity = {heat_cap_particle/1e6:.1f} MJ/(m^3 K)")
print(f"water diffusivity D = {diffusivity:.3e} m^2/s")
print(f"time R^2/D = {radius**2/diffusivity*1e9:.2f} ns")
print(f"missing at 1 us, law = {100*missing_fraction(late_time):.2f} %")
print(f"missing at 1 us, solver = {100*numeric_missing:.2f} %")
print(f"missing at 1 ms, law = {100*missing_fraction(1e-3):.3f} %")
print(f"cold wall at {wall_radius*1e6:.0f} um lowers rise by "
      f"{100*radius/wall_radius:.3f} %")
print(f"buoyancy matters beyond about {buoyancy_length*1e3:.0f} mm")
print(f"black-body radiation / P = {radiated/power:.1e}")
print(f"power for 100 C in adjacent water = {power_100C*uW:.1f} uW")
print("finished without a failed check")
```

Running it gives:

```
INPUTS (material data rough)
radius R = 25.0 nm
absorbed power P = 2.00 uW
water conductivity k = 0.60 W/(m K)
iron particle conductivity = 40 W/(m K)
interface conductance G = 100 MW/(m^2 K)
bath temperature = 25.0 C
RESULTS
flux at surface = 254.6 MW/m^2
liquid-side rise, formula = 10.610 K
liquid-side rise, solver = 10.608 K
interface jump, formula = 2.546 K
interface jump, solver = 2.546 K
particle-side rise = 13.157 K
liquid-side temperature = 35.61 C
particle-side temperature = 38.16 C
centre minus particle surface = 0.0796 K
liquid rise at r = 2R = 5.305 K
liquid rise at r = 10R = 1.061 K
crossover radius k/G = 6.00 nm
RESISTANCES: R (nm), liquid (K/uW), interface (K/uW)
3, 44.210, 88.419
6, 22.105, 22.105
25, 5.305, 1.273
100, 1.326, 0.080
NEGLECTED EFFECTS
suspension density = 1.0e+11 per cm^3
heated ball radius = 5.0 um
mean particle count in ball = 52.4
mean rise from neighbours = 4.17 K
oxide: 3.0 nm, 3.0 W/(m K)
drop across oxide = 0.289 K
conductivity slope beta = 0.0020 per K
change of liquid rise by beta = -0.110 K
one-sided heating, surface +/- 0.094 K
water heat capacity = 4.2 MJ/(m^3 K)
iron heat capacity = 3.5 MJ/(m^3 K)
water diffusivity D = 1.429e-07 m^2/s
time R^2/D = 4.37 ns
missing at 1 us, law = 3.73 %
missing at 1 us, solver = 3.74 %
missing at 1 ms, law = 0.118 %
cold wall at 100 um lowers rise by 0.025 %
buoyancy matters beyond about 14 mm
black-body radiation / P = 3.3e-07
power for 100 C in adjacent water = 14.1 uW
finished without a failed check
```
